# Weighted Averages in Monte Carlo: Ratio Bias, Error Bar and Jackknife: a program that tests the result

```python
# RESULT UNDER TEST
# For M independent draws (w, E) the weighted average Rhat = sum(w E)/sum(w)
# has bias b1/M + b2/M^2 + ... and variance V/M + ..., where, with a = w E,
# mu = <w>, R = <a>/mu, d = a - R w and C_xy the single-draw covariances,
#   b1 = (R C_ww - C_aw)/mu^2
#   V  = (C_aa - 2 R C_aw + R^2 C_ww)/mu^2
#   b2 = (<d (w-mu)^2>/mu^2 - 3 C_dw C_ww/mu^3)/mu
# The jackknife M Rhat - (M-1) mean(leave-one-out ratios) has bias
# -b2/(M(M-1)) to leading order: the 1/M term is removed.
#
# EXAMPLE: electron in a harmonic trap, H = -Laplacian + r^2 (Rydberg units).
# Draws come from exp(-alpha r^2); they are reweighted to exp(-beta r^2).
import numpy as np
import sympy as sp
from scipy import constants

alpha, beta = 1.0, 2.0
ry_in_ev = constants.value("Rydberg constant times hc in eV")


def weight(r2):
    return np.exp(-(beta - alpha) * r2)


def local_energy(r2):
    return 3 * beta + (1 - beta**2) * r2


# Local energy checked by applying the Hamiltonian to the trial function.
r, b = sp.symbols("r b", positive=True)
psi = sp.exp(-b * r**2 / 2)
h_psi = -sp.diff(r**2 * sp.diff(psi, r), r) / r**2 + r**2 * psi
assert sp.simplify(h_psi / psi - (3 * b + (1 - b**2) * r**2)) == 0


# ---- Formula side: closed Gaussian moments <w^k r^(2m)> ----
def moment(k, m):
    p = alpha + k * (beta - alpha)
    return (alpha / p) ** 1.5 * (1.0, 1.5 / p, 3.75 / p**2)[m]


e0, e1 = 3 * beta, 1 - beta**2
mu = moment(1, 0)
mean_a = e0 * moment(1, 0) + e1 * moment(1, 1)
R = mean_a / mu
C_ww = moment(2, 0) - mu**2
C_aw = e0 * moment(2, 0) + e1 * moment(2, 1) - mean_a * mu
C_aa = (e0**2 * moment(2, 0) + 2 * e0 * e1 * moment(2, 1)
        + e1**2 * moment(2, 2) - mean_a**2)
b1 = (R * C_ww - C_aw) / mu**2
V = (C_aa - 2 * R * C_aw + R**2 * C_ww) / mu**2
V_nocov = (C_aa + R**2 * C_ww) / mu**2
C_dw = C_aw - R * C_ww
mean_dw2 = (e0 - R) * moment(3, 0) + e1 * moment(3, 1)
third = mean_dw2 - 2 * mu * C_dw
b2 = (third / mu**2 - 3 * C_dw * C_ww / mu**3) / mu
assert abs(R - 1.5 * (beta + 1 / beta)) < 1e-12

# ---- Independent side: finite-M mean and variance by quadrature ----
# 1/W = int exp(-tW) dt and 1/W^2 = int t exp(-tW) dt factorize the average.
nodes, gl = np.polynomial.legendre.leggauss(400)
rad = 4.5 * (nodes + 1)
prob = gl * rad**2 * np.exp(-alpha * rad**2)
prob /= prob.sum()
w_q = weight(rad**2)
d_q = w_q * (local_energy(rad**2) - R)
step = 0.05
t = np.exp(np.arange(-40, 25, step))
kernel = np.exp(-np.outer(t, w_q))
phi = kernel @ prob
D1 = kernel @ (prob * d_q)
D2 = kernel @ (prob * d_q**2)

# Both forms of the single-draw variance, the second from quadrature.
assert abs(prob @ d_q**2 / mu**2 - V) < 1e-9


def finite_sample(M):
    """Bias and variance of Rhat at finite M, without expansion in 1/M."""
    bias = step * np.sum(t * M * D1 * phi ** (M - 1))
    square = step * np.sum(t**2 * (M * D2 * phi ** (M - 1)
                                   + M * (M - 1) * D1**2 * phi ** (M - 2)))
    return bias, square - bias**2


def jackknife_bias(M):
    return M * finite_sample(M)[0] - (M - 1) * finite_sample(M - 1)[0]


sizes = [10, 20, 40, 80, 160, 320, 640]
table = [(M, *finite_sample(M), jackknife_bias(M)) for M in sizes]
M, bias, var, jbias = table[-1]
assert abs(M * bias / b1 - 1) < 0.01
assert abs(M * (M * bias - b1) / b2 - 1) < 0.03
assert abs(M * var / V - 1) < 0.03
assert abs(-M * (M - 1) * jbias / b2 - 1) < 0.03
assert V_nocov > 5 * M * var
# Doubling M must halve the bias and quarter the jackknife bias.
assert abs(table[-2][1] / bias - 2) < 0.05
assert abs(table[-2][3] / jbias - 4) < 0.15

# ---- Direct simulation ----
rng = np.random.default_rng(20)


def simulate(M, blocks, chunks=10):
    parts, sum_a, sum_w = [], 0.0, 0.0
    for _ in range(chunks):
        r2 = rng.gamma(1.5, 1 / alpha, size=(blocks // chunks, M))
        w = weight(r2)
        energy = local_energy(r2)
        a = w * energy
        A, W = a.sum(1), w.sum(1)
        ratio = A / W
        loo = (A[:, None] - a) / (W[:, None] - w)
        center = loo.mean(1)
        jack = M * ratio - (M - 1) * center
        jvar = (M - 1) / M * ((loo - center[:, None]) ** 2).sum(1)
        dvar = ((w * (energy - ratio[:, None])) ** 2).sum(1) / W**2
        parts.append(np.array([ratio, jack, jvar, dvar]))
        sum_a += A.sum()
        sum_w += W.sum()
    return np.concatenate(parts, axis=1), sum_a / sum_w


sims = {}
for M, blocks in ((20, 200000), (200, 20000)):
    data, pooled = simulate(M, blocks)
    sims[M] = (data, pooled, blocks)
    exact_bias, exact_var = finite_sample(M)
    err = data.std(axis=1, ddof=1) / np.sqrt(blocks)
    assert abs(data[0].mean() - R - exact_bias) < 5 * err[0]
    assert abs(data[1].mean() - R - jackknife_bias(M)) < 5 * err[1]
    assert abs(data[0].var() / exact_var - 1) < 0.05
    assert abs(pooled - R) < 5 * np.sqrt(V / (M * blocks))
# The block average at M = 20 is biased far beyond its own error bar.
small = sims[20][0]
small_err = small[0].std(ddof=1) / np.sqrt(small.shape[1])
assert abs(small[0].mean() - R) > 20 * small_err
# At M = 200 both variance estimators and the jackknife variance agree.
big = sims[200][0]
var200 = finite_sample(200)[1]
assert abs(big[2].mean() / var200 - 1) < 0.05
assert abs(big[3].mean() / var200 - 1) < 0.05
assert abs(big[1].var() / var200 - 1) < 0.05

# ---- Four-point sample that can be followed by hand ----
r2_hand = np.array([0.5, 1.0, 1.5, 2.0])
w_h, e_h = weight(r2_hand), local_energy(r2_hand)
ratio_h = np.average(e_h, weights=w_h)
loo_h = np.array([np.average(np.delete(e_h, i), weights=np.delete(w_h, i))
                  for i in range(4)])
shift_h = -w_h * (e_h - ratio_h) / (w_h.sum() - w_h)
assert np.allclose(loo_h - ratio_h, shift_h, atol=1e-12)
jack_h = 4 * ratio_h - 3 * loo_h.mean()
jerr_h = np.sqrt(3 / 4 * np.sum((loo_h - loo_h.mean()) ** 2))
derr_h = np.sqrt(np.sum((w_h * (e_h - ratio_h)) ** 2)) / w_h.sum()


def row(values, digits=5):
    return " ".join(f"{x:.{digits}f}" for x in values)


print(f"alpha, beta (bohr^-2): {alpha:.1f} {beta:.1f}")
print(f"mean weight mu (no unit): {mu:.6f}")
print(f"mean of a = wE (Ry): {mean_a:.6f}")
print(f"true ratio R (Ry): {R:.6f}")
print(f"C_ww (no unit): {C_ww:.6f}")
print(f"C_aw (Ry): {C_aw:.6f}")
print(f"C_aa (Ry^2): {C_aa:.6f}")
print(f"C_dw (Ry): {C_dw:.6f}")
print(f"<d (w-mu)^2> (Ry): {third:.6f}")
print(f"b1 (Ry): {b1:.6f}")
print(f"b2 (Ry): {b2:.6f}")
print(f"V with covariance (Ry^2): {V:.6f}")
print(f"V without covariance (Ry^2): {V_nocov:.6f}")
print(f"error-bar ratio without/with: {np.sqrt(V_nocov / V):.4f}")
print("Quadrature: M, M*bias (Ry), M*Var (Ry^2), M(M-1)*jack bias (Ry)")
for M, bias, var, jbias in table:
    print(f"  {M:4d} {M*bias:.6f} {M*var:.6f} {M*(M-1)*jbias:.6f}")
for M in (20, 200):
    data, pooled, blocks = sims[M]
    q_bias, q_var = finite_sample(M)
    err = data.std(axis=1, ddof=1) / np.sqrt(blocks)
    print(f"M = {M}, simulated blocks = {blocks}")
    print(f"  b1/M, quadrature bias (Ry): {row([b1 / M, q_bias])}")
    print(f"  simulated bias, its error (Ry): "
          f"{row([data[0].mean() - R, err[0]])}")
    print(f"  jackknife bias, quadrature (Ry): {jackknife_bias(M):.6f}")
    print(f"  jackknife bias, simulated, error (Ry): "
          f"{row([data[1].mean() - R, err[1]])}")
    print(f"  sqrt(V/M), quadrature std (Ry): "
          f"{row([np.sqrt(V / M), np.sqrt(q_var)])}")
    print(f"  simulated std of Rhat, jackknife (Ry): "
          f"{row([data[0].std(), data[1].std()])}")
    print(f"  root mean jackknife, delta variance (Ry): "
          f"{row(np.sqrt(data[2:].mean(axis=1)))}")
    print(f"  pooled ratio minus R, its error (Ry): "
          f"{row([pooled - R, np.sqrt(V / (M * blocks))])}")
print(f"blocks K = V M/b1^2 at M = 20: {V * 20 / b1**2:.1f}")
print(f"b1/M at M = 20 (eV): {b1 / 20 * ry_in_ev:.4f}")
print(f"sqrt(V/M) at M = 20 (eV): {np.sqrt(V / 20) * ry_in_ev:.4f}")
print(f"Four points, r^2 (bohr^2): {row(r2_hand, 1)}")
print(f"  weights (no unit): {row(w_h)}")
print(f"  local energies (Ry): {row(e_h, 2)}")
print(f"  Rhat (Ry): {ratio_h:.5f}")
print(f"  leave-one-out ratios (Ry): {row(loo_h)}")
print(f"  their mean, jackknife value (Ry): {row([loo_h.mean(), jack_h])}")
print(f"  jackknife, delta error bars (Ry): {row([jerr_h, derr_h])}")
print("all good")
```

It prints:

```
alpha, beta (bohr^-2): 1.0 2.0
mean weight mu (no unit): 0.353553
mean of a = wE (Ry): 1.325825
true ratio R (Ry): 3.750000
C_ww (no unit): 0.067450
C_aw (Ry): 0.397275
C_aa (Ry^2): 2.427977
C_dw (Ry): 0.144338
<d (w-mu)^2> (Ry): 0.038563
b1 (Ry): -1.154701
b2 (Ry): -0.996652
V with covariance (Ry^2): 3.175426
V without covariance (Ry^2): 27.011951
error-bar ratio without/with: 2.9166
Quadrature: M, M*bias (Ry), M*Var (Ry^2), M(M-1)*jack bias (Ry)
    10 -1.265296 3.921277 1.230460
    20 -1.207200 3.516048 1.108046
    40 -1.180272 3.338168 1.050231
    80 -1.167321 3.254991 1.022883
   160 -1.160970 3.214768 1.009627
   320 -1.157825 3.194989 1.003104
   640 -1.156260 3.185181 0.999869
M = 20, simulated blocks = 200000
  b1/M, quadrature bias (Ry): -0.05774 -0.06036
  simulated bias, its error (Ry): -0.06185 0.00094
  jackknife bias, quadrature (Ry): 0.002916
  jackknife bias, simulated, error (Ry): 0.00145 0.00092
  sqrt(V/M), quadrature std (Ry): 0.39846 0.41929
  simulated std of Rhat, jackknife (Ry): 0.42025 0.41034
  root mean jackknife, delta variance (Ry): 0.43204 0.39801
  pooled ratio minus R, its error (Ry): -0.00131 0.00089
M = 200, simulated blocks = 20000
  b1/M, quadrature bias (Ry): -0.00577 -0.00580
  simulated bias, its error (Ry): -0.00668 0.00089
  jackknife bias, quadrature (Ry): 0.000025
  jackknife bias, simulated, error (Ry): -0.00085 0.00089
  sqrt(V/M), quadrature std (Ry): 0.12600 0.12663
  simulated std of Rhat, jackknife (Ry): 0.12643 0.12612
  root mean jackknife, delta variance (Ry): 0.12700 0.12611
  pooled ratio minus R, its error (Ry): -0.00090 0.00089
blocks K = V M/b1^2 at M = 20: 47.6
b1/M at M = 20 (eV): -0.7855
sqrt(V/M) at M = 20 (eV): 5.4213
Four points, r^2 (bohr^2): 0.5 1.0 1.5 2.0
  weights (no unit): 0.60653 0.36788 0.22313 0.13534
  local energies (Ry): 4.50 3.00 1.50 0.00
  Rhat (Ry): 3.12686
  leave-one-out ratios (Ry): 1.98024 3.17523 3.45397 3.48024
  their mean, jackknife value (Ry): 3.02242 3.44021
  jackknife, delta error bars (Ry): 1.06254 0.75275
all good
```
